\section*{Overlap-Derivative Terms in the Nuclear Coupled-Perturbed Kohn–Sham Equations}

When a nucleus in a molecule is displaced, the electron density follows it, and the way it follows determines how the dipole moment changes during a vibration. In a calculation with atom-centred functions the displacement does two things at once. It changes the potential felt by the electrons, and it carries along the basis functions that sit on the moving nucleus. Orbital coefficients that described orthonormal orbitals before the displacement no longer do so afterwards, even if the potential is ignored. The linear equations for the density response must account for this, and they do so through derivatives of the overlap matrix.

Consider a closed-shell molecule with real orbitals
\begin{equation}
\psi_p=\sum_\mu \chi_\mu C_{\mu p},
\end{equation}
where the real functions $\chi_\mu$ are linearly independent and there are as many orbitals as functions. The indices $i,j,k$ denote doubly occupied orbitals, $a,b$ empty ones, and $p,q,r,s$ any orbital. With the overlap matrix $S_{\mu\nu}=\int\chi_\mu\chi_\nu\,d\mathbf r$, orthonormality reads
\begin{equation}
C^{T}SC=1. \label{orth}
\end{equation}
Let $\lambda$ be one Cartesian coordinate of one nucleus, and let a prime denote the total derivative with respect to $\lambda$ at the reference geometry. The matrix $C$ is square and, by \eqref{orth}, invertible, so any change of the coefficients can be expressed in the reference orbitals:
\begin{equation}
C'=CU. \label{U}
\end{equation}
This defines $U$. It assumes that the orbitals have been followed smoothly along the displacement; the conditions for this appear below.

Differentiating \eqref{orth} by the product rule gives
\begin{equation}
(CU)^TSC+C^TS'C+C^TSCU=0 .
\end{equation}
In the first term $(CU)^T=U^TC^T$, and $C^TSC=1$ removes the overlap from the first and last terms. With
\begin{equation}
S^{1}_{pq}=\sum_{\mu\nu}C_{\mu p}S'_{\mu\nu}C_{\nu q},
\end{equation}
what remains is
\begin{equation}
U_{pq}+U_{qp}+S^{1}_{pq}=0. \label{main}
\end{equation}
No property of the Hamiltonian has been used: the relation holds for any smooth set of orthonormal orbitals in the moving basis. For complex orbitals and real $\lambda$, the same steps applied to $C^\dagger SC=1$ give $U+U^\dagger+S^1=0$.

The quantity $S^1$ is the overlap derivative with the coefficients held fixed, not the derivative of the overlap of the actual orbitals, which is zero. To see the difference, differentiate an orbital:
\begin{equation}
\psi_q'=\sum_p\psi_pU_{pq}+\sum_\mu\chi_\mu'C_{\mu q}. \label{dpsi}
\end{equation}
The first part is the change of coefficients; the second is the known motion of the functions. Let $D_{pq}=\int\psi_p\sum_\mu\chi'_\mu C_{\mu q}\,d\mathbf r$. Since $S'_{\mu\nu}=\int(\chi_\mu'\chi_\nu+\chi_\mu\chi_\nu')\,d\mathbf r$, we have $S^1=D+D^T$. Projection of \eqref{dpsi} gives $\int\psi_p\psi_q'\,d\mathbf r=U_{pq}+D_{pq}$, and \eqref{main} says that this sum is antisymmetric, as orthonormality of the full orbitals requires. The coefficient part alone is antisymmetric when $S^1=0$, for instance when a uniform electric field is applied with the nuclei and their functions at rest.

Two consequences will be needed. The diagonal is fixed, $U_{pp}=-\tfrac12S^1_{pp}$, and the occupied-empty block follows from the empty-occupied one:
\begin{equation}
U_{ia}=-U_{ai}-S^1_{ai}. \label{ia}
\end{equation}

To determine $U_{ai}$ we need the Kohn--Sham equations. The density matrix and density are
\begin{equation}
P_{\mu\nu}=2\sum_iC_{\mu i}C_{\nu i},\qquad n(\mathbf r)=\sum_{\mu\nu}P_{\mu\nu}\chi_\mu(\mathbf r)\chi_\nu(\mathbf r).
\end{equation}
For a two-point function $g$ write
\begin{equation}
(\mu\nu|g|\rho\sigma)=\iint\chi_\mu(1)\chi_\nu(1)\,g(1,2)\,\chi_\rho(2)\chi_\sigma(2)\,d1\,d2 .
\end{equation}
With a fraction $\alpha$ of exact exchange, the Kohn--Sham matrix is
\begin{equation}
F_{\mu\nu}=h_{\mu\nu}+\sum_{\rho\sigma}P_{\rho\sigma}\Big[(\mu\nu|w|\rho\sigma)-\frac{\alpha}{2}(\mu\rho|w|\nu\sigma)\Big]+\int\chi_\mu\chi_\nu v_{xc}\,d\mathbf r. \label{F}
\end{equation}
Here $h$ contains the kinetic energy and nuclear attraction, $w$ is the electron repulsion, and $v_{xc}$ is the multiplicative potential of the local or gradient-corrected part of the functional. In Rydberg atomic units, used throughout, the kinetic operator is $-\nabla^2$ and $w=2/|\mathbf r_1-\mathbf r_2|$. Hartree--Fock theory is the case $\alpha=1$, $v_{xc}=0$.

The energy is stationary when mixing an empty orbital into an occupied one has no first-order effect, that is, when
\begin{equation}
(C^TFC)_{ai}=0 \label{stat}
\end{equation}
at every $\lambda$. At the reference geometry we also choose canonical orbitals, so that $C^TFC=\varepsilon$ is diagonal there. Away from it, \eqref{stat} is sufficient for the response of the density. Differentiating the full product gives
\begin{equation}
(C^TFC)'=U^T\varepsilon+F^1+\varepsilon U,\qquad F^1=C^TF'C. \label{dF}
\end{equation}
The empty-occupied element of this must vanish. Since $\varepsilon$ is diagonal, $(U^T\varepsilon)_{ai}=U_{ia}\varepsilon_i$, and therefore
\begin{equation}
U_{ia}\varepsilon_i+F^1_{ai}+\varepsilon_aU_{ai}=0 .
\end{equation}
Inserting \eqref{ia} replaces the first term by $-\varepsilon_iU_{ai}-\varepsilon_iS^1_{ai}$:
\begin{equation}
(\varepsilon_a-\varepsilon_i)U_{ai}+F^1_{ai}-\varepsilon_iS^1_{ai}=0. \label{first}
\end{equation}
This is the first overlap term. It carries the occupied energy, not the empty one, because \eqref{ia} was used to eliminate the element multiplied by $\varepsilon_i$.

The term has a simple meaning. Add a constant $c$ to the potential. Then $F$ becomes $F+cS$, every orbital energy rises by $c$, and $F^1$ becomes $F^1+cS^1$. The combination $F^1_{ai}-\varepsilon_iS^1_{ai}$ is unchanged, as is the gap. Without the overlap term, the response would depend on the arbitrary zero of energy. For the same reason, the size of $\varepsilon_iS^1_{ai}$ on its own has no absolute significance.

Equation \eqref{first} is not yet explicit, because $F$ depends on the density matrix, which itself responds. Let $\Theta$ be the diagonal matrix with entries 1 for occupied orbitals and 0 for empty ones, so that $P=2C\Theta C^T$. Then
\begin{equation}
P'=2C(U\Theta+\Theta U^T)C^T\equiv CP^1C^T,
\end{equation}
or, element by element, $P^1_{pq}=2(U_{pq}\Theta_q+\Theta_pU_{qp})$. The blocks are
\begin{align}
P^1_{ij}&=2(U_{ij}+U_{ji})=-2S^1_{ij}, \label{Poo}\\
P^1_{ai}&=P^1_{ia}=2U_{ai},\\
P^1_{ab}&=0.
\end{align}
The occupied block is thus known from the overlap derivatives before any response equation is solved. It is the change of the density matrix that results from keeping the occupied orbitals orthonormal among themselves.

The derivative of $F$ now splits into a part at fixed $P$, called $F^x$, and a part due to $P'$. Let a superscript $x$ on an integral denote its derivative through the moving functions and, for $h$, also through the moving nuclear potential. Then
\begin{align}
F^x_{\mu\nu}={}&h^x_{\mu\nu}+\sum_{\rho\sigma}P_{\rho\sigma}\Big[(\mu\nu|w|\rho\sigma)^x-\frac{\alpha}{2}(\mu\rho|w|\nu\sigma)^x\Big]\nonumber\\
&+\int(\chi_\mu\chi_\nu)'v_{xc}\,d\mathbf r
+\iint\chi_\mu(1)\chi_\nu(1)f_{xc}(1,2)n^x(2)\,d1\,d2, \label{Fx}
\end{align}
where $f_{xc}(1,2)=\delta v_{xc}(1)/\delta n(2)$ and $n^x=\sum_{\rho\sigma}P_{\rho\sigma}(\chi_\rho\chi_\sigma)'$. The last term is present because the density changes even at fixed $P$, when its building blocks move.

The part due to $P'$ follows by varying $P$ in \eqref{F} with the functions at rest. The density then changes by $\sum P'_{\rho\sigma}\chi_\rho\chi_\sigma$, so the repulsion and $f_{xc}$ enter in the same way. In the exchange term, $P'_{\rho\sigma}=P'_{\sigma\rho}$ allows $(\mu\rho|w|\nu\sigma)$ to be replaced by its average with the integral in which $\rho$ and $\sigma$ are interchanged. This turns the factor $\alpha/2$ into $\alpha/4$. In the orbital basis the result is
\begin{equation}
F^1_{pq}=F^x_{pq}+\sum_{rs}K_{pq,rs}P^1_{rs}, \label{F1}
\end{equation}
with $F^x_{pq}=(C^TF^xC)_{pq}$ and
\begin{equation}
K_{pq,rs}=(pq|w+f_{xc}|rs)-\frac{\alpha}{4}\big[(pr|w|qs)+(ps|w|qr)\big].
\end{equation}

Now insert the blocks of $P^1$. The pairs $rs=bj$ and $rs=jb$ each contribute $2K_{ai,bj}U_{bj}$, because $K$ is symmetric in its last two indices. Together they give a factor 4. The occupied block contributes $-2K_{ai,jk}S^1_{jk}$. Hence
\begin{equation}
F^1_{ai}=F^x_{ai}+4\sum_{bj}K_{ai,bj}U_{bj}-2\sum_{jk}K_{ai,jk}S^1_{jk}.
\end{equation}
Substitution in \eqref{first}, with the known terms moved to the right, gives the nuclear coupled-perturbed equations:
\begin{align}
\sum_{bj}\big[(\varepsilon_a&-\varepsilon_i)\delta_{ab}\delta_{ij}+4K_{ai,bj}\big]U_{bj}\nonumber\\
&=-\Big[F^x_{ai}-\varepsilon_iS^1_{ai}-2\sum_{jk}K_{ai,jk}S^1_{jk}\Big]. \label{cp}
\end{align}
The two overlap terms have different origins. The first comes from the changing metric in the orbital equation. The second is the potential produced by the density change \eqref{Poo} that restores orthonormality among the occupied orbitals. Both vanish for a basis at rest.

The equations have a unique solution if the matrix on the left is nonsingular. A singular matrix signals that the self-consistent solution can change without a first-order restoring effect, and the derivative then need not exist. The derivation also assumes fixed occupations: the same orbitals stay doubly occupied along the displacement. A gap between occupied and empty orbitals at the reference geometry ensures that they remain the lowest ones for small displacements. If the basis becomes linearly dependent, $S$ is singular and \eqref{orth} cannot be satisfied with a square $C$.

Nothing so far has fixed the antisymmetric part of $U_{ij}$. It describes a rotation of the occupied orbitals among themselves, and by \eqref{Poo} it drops out of the density. The simplest choice is $U_{ij}=-\tfrac12S^1_{ij}$, which remains usable when occupied orbitals are degenerate. If the orbitals are instead required to stay canonical, the off-diagonal elements of \eqref{dF} must vanish for every pair. Using \eqref{main} as before, we find
\begin{equation}
U_{pq}=\frac{F^1_{pq}-\varepsilon_qS^1_{pq}}{\varepsilon_q-\varepsilon_p},\qquad p\ne q, \label{canon}
\end{equation}
which requires $\varepsilon_p\ne\varepsilon_q$. The diagonal of \eqref{dF}, with $2U_{pp}=-S^1_{pp}$, gives the slope of an orbital energy:
\begin{equation}
\varepsilon_p'=F^1_{pp}-\varepsilon_pS^1_{pp}. \label{slope}
\end{equation}

The electron number provides a check on the occupied block. It equals $\mathrm{tr}(PS)$, and its derivative has two parts. From $P'=CP^1C^T$ and \eqref{orth}, $\mathrm{tr}(P'S)=\mathrm{tr}\,P^1=-2\sum_iS^1_{ii}$. From $P=2C\Theta C^T$, $\mathrm{tr}(PS')=2\sum_iS^1_{ii}$. They cancel. If the occupied block of $P^1$ is left out, a spurious change of $2\sum_iS^1_{ii}$ electrons per unit displacement remains.

A one-dimensional model shows the sizes involved. It has two centres, $A$ at $-1.2$ bohr with charge $Z_A=3$ and $B$ at $1.2$ bohr with $Z_B=1$, and four electrons. It is not a real molecule. The kinetic operator is $-d^2/dx^2$, the repulsion is $w=2/\sqrt{(x_1-x_2)^2+1}$ with lengths in bohr, and each centre at $X$ attracts an electron with $-2Z/\sqrt{(x-X)^2+1}$. One quarter of exact exchange is combined with the model functional $-A_0\int n^2/(n_0+n)\,dx$, where $A_0=0.5$ Ry and $n_0=1$ bohr$^{-1}$. Each centre carries the normalised functions $e^{-\beta u^2}$ and $u\,e^{-\beta u^2}$, with $u=x-X$ and $\beta=0.25$ and $1.0$ bohr$^{-2}$. There are eight functions, two occupied orbitals and six empty ones, hence twelve unknowns $U_{ai}$.

Let $B$ move in the positive direction, away from $A$. The diagonal overlap derivative of the upper occupied orbital is $S^1_{22}=-0.549$ bohr$^{-1}$. Overlaps between functions on the same centre do not change, so this number comes from the overlap between the centres: with fixed coefficients, the integral $\int\psi_2^2\,dx$ would fall at this rate. The coefficients compensate through $U_{22}=0.274$ bohr$^{-1}$.

For the highest occupied and lowest empty orbitals, $i=2$ and $a=3$, the energies are $-0.09445$ and $0.69482$ Ry, a gap of $0.78927$ Ry. The overlap derivative is $S^1_{32}=-0.0189$ bohr$^{-1}$. The sign of an off-diagonal element such as $S^1_{pq}$, $F^x_{pq}$ or $U_{pq}$ reverses when the sign of orbital $p$ or of orbital $q$ is reversed; here each orbital is taken with its largest coefficient positive. Diagonal elements and the density response do not depend on this choice. The three terms in the bracket of \eqref{cp}, in the order written there, add up to
\begin{equation}
0.2707-0.0018-0.0418=0.2271\ \text{Ry/bohr}.
\end{equation}
If the coupling $4K$ on the left were neglected, this would give $U_{32}=-0.2271/0.7893=-0.288$ bohr$^{-1}$. The coupled equations give $-0.1464$ bohr$^{-1}$, about half as large: the self-consistent rearrangement opposes the mixing of this pair.

Differences between self-consistent solutions at displaced geometries, which make no use of \eqref{cp}, give $U_{32}=-0.1464$ and $U_{23}=0.1653$ bohr$^{-1}$. These are not equal and opposite, and the mismatch is what \eqref{main} demands:
\begin{equation}
-0.1464+0.1653-0.0189=0.0000\ \text{bohr}^{-1}.
\end{equation}
Within the occupied space, canonical orbitals have $U_{12}=0.0723$ and $U_{21}=-0.1005$ bohr$^{-1}$, whereas the symmetric choice gives $-0.0141$ bohr$^{-1}$ for both. Either way the sum is $-0.0282$ bohr$^{-1}$, which is $-S^1_{12}$, so the density response is the same. The slope \eqref{slope} of the highest occupied energy is $0.0103$ Ry/bohr, or $0.265$ eV/\AA.

A quantity that collects all twelve unknowns is the dynamical charge, the derivative of the dipole moment with respect to the position of a centre. With $M_{\mu\nu}=\int\chi_\mu x\chi_\nu\,dx$ and in units of the elementary charge, it is
\begin{equation}
Z^*_B=Z_B-\mathrm{tr}(P'M)-\mathrm{tr}(PM'). \label{Z}
\end{equation}
The full equations give $Z^*_B=-0.543$, in agreement with the differences of self-consistent dipoles. The sign deserves notice: although the centre has charge $+1$, moving it changes the dipole as a negative charge would, because the electronic part of the derivative is $1.543$.

Leaving out $-\varepsilon_iS^1_{ai}$ for all pairs changes $Z_B^*$ to $-1.126$. Leaving out $-2\sum K S^1$ gives $-0.761$. Leaving out both, together with the occupied block of $P^1$, gives $-1.191$. The values $-1.126$ and $-1.191$ depend on the zero of energy: once $-\varepsilon_iS^1_{ai}$ is deleted, a constant $c$ added to the potential changes the bracket of \eqref{cp} by $cS^1_{ai}$, and $Z^*_B$ shifts linearly in $c$. They refer to a potential that vanishes far from the centres. With that zero, the first omission is the more damaging of the two single ones, although its term for the pair 32 was only $-0.0018$ Ry/bohr; another zero could change this ranking. One pair is therefore a poor guide: the error in $U$ solves the same linear system with the omitted terms of all twelve pairs as its source.

The last variant also fails to conserve electrons, by $2(S^1_{11}+S^1_{22})=2(-0.05604-0.54874)=-1.210$ per bohr. Its dynamical charge is then not even well defined. Moving the origin so that $x$ becomes $x+c$ replaces $M$ by $M+cS$, which changes \eqref{Z} by $-c$ times the error in electron number. The value $-1.191$ refers to an origin midway between the centres.

One might hope to detect such errors by translating the whole molecule. When all centres move together, the integrals in $S$ and $F$ at fixed $P$ do not change, so $S^1$ and $F^x$ each sum to zero over the centres. The right-hand side of \eqref{cp} then sums to zero, and so does $U_{ai}$. But this remains true if either overlap term is deleted, because each term sums to zero separately. The dynamical charges behave likewise. The sum of $P'$ over the centres vanishes, and the sum of $M'$ is $S$, since a common shift of the functions by $t$ adds $tS$ to $M$. Thus
\begin{equation}
Z_A^*+Z_B^*=Z_A+Z_B-\mathrm{tr}(PS)=3+1-4=0
\end{equation}
for the full equations and for all three truncated versions, as the numerical check confirms to rounding error. Translational sum rules test the consistency of the integral derivatives, but they cannot show that the overlap terms are present. Comparison with self-consistent solutions at displaced geometries does show it, and in this model it exposes each of the three omissions.

\section*{Table of computed values}
\begin{verbatim}
centre charges Z_A, Z_B (e): [3. 1.]
centre positions (bohr): [-1.2  1.2]
Gaussian exponents (bohr^-2): [0.25, 1.0]
basis functions, electrons: 8 4
exact-exchange fraction: 0.25
local strength A (Ry): 0.5
grid spacing, difference step (bohr): 0.040 0.005
orbital energy 1 (Ry): -1.319340
orbital energy 2 (Ry): -0.094445
orbital energy 3 (Ry): 0.694824
orbital energy 4 (Ry): 1.202556
smallest eigenvalue of response matrix (Ry): 1.375493
Below: centre B moves, orbitals numbered from 1
S1_11 (1/bohr): -0.056042
S1_12 (1/bohr): 0.028180
S1_22 (1/bohr): -0.548743
S1_32 (1/bohr): -0.018900
SCF differences U_32, U_23 (1/bohr): -0.146431 0.165331
their sum plus S1_32 (1/bohr): 1.8e-10
Fx_32 (Ry/bohr): 0.270666
-e_2 S1_32 (Ry/bohr): -0.001785
-2 (K S1)_32 (Ry/bohr): -0.041790
bracket total for 32 (Ry/bohr): 0.227090
U_32 without coupling 4K (1/bohr): -0.287722
U_32 from coupled equations (1/bohr): -0.146431
canonical U_12, U_21 (1/bohr): 0.072281 -0.100461
symmetric U_12 = U_21 (1/bohr): -0.014090
slope of orbital energy 2 (Ry/bohr): 0.010297
same slope (eV/angstrom): 0.26476
same slope, SCF differences (Ry/bohr): 0.010297
dynamical charge B, SCF differences (e): -0.543013
dynamical charge B, full (e): -0.543013
dynamical charge B, no -e_i S1 (e): -1.125968
dynamical charge B, no -2 K S1 (e): -0.761050
dynamical charge B, no S1 response (e): -1.191143
electron-number error, no S1 response (1/bohr): -1.209571
largest A+B charge sum, all variants (e): 5.3e-15
max error S, both centres (1/bohr): 7.3e-11
max error F, both centres (Ry/bohr): 1.9e-09
max error ortho, both centres (1/bohr): 2.8e-08
max error Uvo, both centres (1/bohr): 1.5e-10
max error U, both centres (1/bohr): 2.8e-08
max error P, both centres (1/bohr): 7.7e-09
max error e, both centres (Ry/bohr): 1.4e-09
max error Z, both centres (e): 2.1e-12
\end{verbatim}
